# Verlet time step and frequency shift of an O-H stretch

## Problem

In a first-principles molecular dynamics run, the nuclei move classically under forces obtained from an electronic-structure calculation. The fastest motion is an O-H stretch, which the given forces would make vibrate at 3700 cm$^{-1}$ if the equations of motion were solved without error. They are solved with the Verlet method at a fixed time step $h$.

(a) Find the period of the stretch and the largest step for which the integration is stable.

(b) Show that a step of 0.5 fs raises the wavenumber of the stretch by about 19 cm$^{-1}$.

(c) Estimate the step needed to keep the shift below a chosen tolerance.

(d) Would the total energy reveal the error?

Treat the stretch as harmonic and the forces as exact, with no thermostat.

## Model and units

Let $x$ be the departure of the O-H distance from equilibrium. For a harmonic bond the force is proportional to $-x$. Dividing by the reduced mass gives

$$\ddot x=-\omega^2x .$$

The wavenumber $\tilde\nu$ is the frequency divided by the speed of light $c$, so the number of vibrations per unit time is $c\tilde\nu$. Hence

$$T=\frac{1}{c\tilde\nu},\qquad \omega=\frac{2\pi}{T}=2\pi c\tilde\nu .$$

With $c=2.998\times10^{-5}$ cm/fs,

$$T=\frac{1}{(2.998\times10^{-5})(3700)}\ \text{fs}=9.015\ \text{fs},\qquad \omega=\frac{2\pi}{9.015\ \text{fs}}=0.6970\ \text{rad/fs}.$$

A step of 0.5 fs divides the period into about 18 parts. What matters below is the phase through which the true motion advances in one step,

$$z=\omega h=0.6970\times0.5=0.3485 .$$

## The Verlet recursion

Write $x_n$, $v_n$ and $a_n$ for the position, velocity and acceleration at time $nh$. The velocity form of the method is

$$x_{n+1}=x_n+hv_n+\tfrac12h^2a_n,\qquad v_{n+1}=v_n+\tfrac12h(a_n+a_{n+1}).$$

To find the frequency we need a relation between positions alone. The position formula for two successive steps reads

$$x_{n+1}-x_n=hv_n+\tfrac12h^2a_n,\qquad x_n-x_{n-1}=hv_{n-1}+\tfrac12h^2a_{n-1}.$$

Subtract the second from the first, and replace $v_n-v_{n-1}$ by $\tfrac12h(a_{n-1}+a_n)$ from the velocity formula:

$$x_{n+1}-2x_n+x_{n-1}=\tfrac12h^2(a_{n-1}+a_n)+\tfrac12h^2(a_n-a_{n-1})=h^2a_n .$$

The terms in $a_{n-1}$ cancel. This is the position form of Verlet, so both forms produce the same positions. For the harmonic stretch $a_n=-\omega^2x_n$, and therefore

$$x_{n+1}-2x_n+x_{n-1}=-z^2x_n .$$

## The frequency of the computed motion

The recursion is linear with constant coefficients, which suggests an oscillating trial solution $x_n=A\cos(n\theta)$, where $\theta$ is the phase advance per step of the computed motion. The sum of the two neighbours is

$$\cos[(n+1)\theta]+\cos[(n-1)\theta]=2\cos\theta\cos(n\theta).$$

Inserting this and dividing out $A\cos(n\theta)$ gives

$$2\cos\theta-2=-z^2 .$$

Since $1-\cos\theta=2\sin^2(\theta/2)$, this is $4\sin^2(\theta/2)=z^2$. We take $\theta$ between 0 and $\pi$, the choice that goes over into $\theta=\omega h$ for small steps, so that

$$\sin\frac{\theta}{2}=\frac z2 .$$

The trial solution describes a bond released from rest at $x_0=A$: with $v_0=0$ the first step gives $x_1=A(1-z^2/2)=A\cos\theta$, as it should. Other starting conditions add a constant phase to the cosine and leave $\theta$ unchanged.

The phase $\theta$ is gained in a time $h$. The computed angular frequency is therefore

$$\Omega=\frac{\theta}{h}=\frac2h\arcsin\frac{\omega h}{2}.$$

The computed stretch is thus a pure harmonic vibration, but at $\Omega$ instead of $\omega$.

**Why the shift is upward.** Verlet replaces the second derivative by a second difference. For a cosine of angular frequency $\Omega$ the addition formula used above gives

$$\frac{\cos[\Omega(t+h)]-2\cos(\Omega t)+\cos[\Omega(t-h)]}{h^2}=-\frac{4}{h^2}\sin^2\!\left(\frac{\Omega h}{2}\right)\cos(\Omega t).$$

The true second derivative would have the factor $-\Omega^2$. Because $\sin u<u$ for positive $u$, the factor here is smaller in magnitude: the finite difference underestimates the curvature of the oscillation. The force still demands a curvature of $\omega^2$ times the displacement. The computed motion can supply it only by oscillating faster, so $\Omega>\omega$.

This is an error of the dynamics. Merely recording a vibration every 0.5 fs does not cause it: when the exact cosine is read at the same instants and analysed in the same way as the Verlet trajectory, the result is 3700.00 cm$^{-1}$.

## (a) The stability limit

The equation $\sin(\theta/2)=z/2$ has a real solution only if $z\le2$. To see what happens beyond that, try $x_n=\lambda^n$ in the recursion:

$$\lambda^2-(2-z^2)\lambda+1=0 .$$

The product of the two roots is 1. The discriminant is $(2-z^2)^2-4=z^2(z^2-4)$. For $0<z<2$ it is negative, the roots are complex conjugates of modulus 1, and the motion stays bounded. For $z>2$ the roots are real and different; as their product is 1, one of them has modulus greater than 1, and the displacement grows exponentially. At $z=2$ the two roots coincide at $-1$, and the general solution $(-1)^n(a+bn)$ can grow in proportion to $n$. Stability for every starting condition thus requires $z<2$, or

$$h<\frac2\omega=\frac T\pi=\frac{9.015\ \text{fs}}{\pi}=2.870\ \text{fs}.$$

For the harmonic force the limit is sharp. In runs of 200 steps begun from rest, a step 1% below it keeps the displacement within its starting value, while a step 1% above it multiplies the displacement by about $10^{24}$.

A step of 0.5 fs is far inside the stable range. Stability, however, says only that the vibration remains bounded, not that its frequency is right.

## (b) The shift at 0.5 fs

For small $z$ we expand the arcsine. Its derivative is

$$\frac{d}{dy}\arcsin y=(1-y^2)^{-1/2}=1+\frac{y^2}{2}+\frac{3y^4}{8}+\dots,$$

and integration from zero gives

$$\arcsin y=y+\frac{y^3}{6}+\frac{3y^5}{40}+\dots$$

Set $y=z/2$ and divide by $y$. Since $\Omega/\omega=(2/z)\arcsin(z/2)$,

$$\frac{\Omega}{\omega}=1+\frac{z^2}{24}+\frac{3z^4}{640}+\dots$$

The factor 24 is the 6 of the arcsine series times the 4 from $y^2=z^2/4$. Wavenumber is proportional to angular frequency, so the shift is

$$\Delta\tilde\nu=\tilde\nu\left(\frac{z^2}{24}+\frac{3z^4}{640}+\dots\right).$$

For the present case the leading term is

$$3700\times\frac{(0.3485)^2}{24}\ \text{cm}^{-1}=3700\times0.00506\ \text{cm}^{-1}=18.7\ \text{cm}^{-1}.$$

The next term adds 0.26 cm$^{-1}$, and the closed formula gives

$$\Delta\tilde\nu=18.98\ \text{cm}^{-1}\approx19\ \text{cm}^{-1}.$$

The computed stretch appears at about 3719 cm$^{-1}$, half a percent too high. A 20 ps Verlet trajectory, whose frequency was found from the times at which $x$ passes through zero and not from the formula, shows the same shift of 18.98 cm$^{-1}$.

It is convenient to express the leading term through the number of steps per period, $N=T/h$. Then $z=2\pi/N$ and

$$\frac{\Delta\tilde\nu}{\tilde\nu}\approx\frac{4\pi^2}{24N^2}=\frac{\pi^2}{6N^2}.$$

With $N=18.03$ this is again 0.51%. In this form the estimate applies to any harmonic vibration, whatever its masses and force constant.

## Table of cases

The table compares the leading term with shifts measured on trajectories of 20 ps. All shifts are upward from 3700 cm$^{-1}$.

| $h$ (fs) | Steps per period | Leading term (cm$^{-1}$) | Trajectory (cm$^{-1}$) |
|---:|---:|---:|---:|
| 0.25 | 36.1 | 4.7 | 4.7 |
| 0.50 | 18.0 | 18.7 | 19.0 |
| 1.00 | 9.0 | 74.9 | 79.3 |
| 2.00 | 4.5 | 299.5 | 393.9 |

Halving the step from 0.5 to 0.25 fs reduces the shift by a factor of 4.04, close to the factor 4 of the leading term. At 1 fs the leading term is still a fair estimate. At 2 fs it misses about a quarter of the shift, because $z$ is no longer small and the later terms of the series matter. The closed formula agrees with the trajectories to within 0.05 cm$^{-1}$ in all four cases. At 2 fs it gives 393.84 cm$^{-1}$; the last digit in the table reflects the linear interpolation of the zero crossings at only 4.5 points per period. The last row also shows how little stability guarantees: the harmonic run is stable, yet its stretch is more than 10% too fast.

## (c) Choosing the step

Suppose that a shift $\Delta\tilde\nu$ can be tolerated. Solving the leading term for $h$,

$$\frac{\Delta\tilde\nu}{\tilde\nu}=\frac{\omega^2h^2}{24}\quad\Longrightarrow\quad h=\frac1\omega\sqrt{\frac{24\,\Delta\tilde\nu}{\tilde\nu}} .$$

For a tolerance of 20 cm$^{-1}$,

$$h=\frac{1}{0.6970}\sqrt{\frac{24\times20}{3700}}\ \text{fs}=0.517\ \text{fs}.$$

This is the sense in which 0.5 fs is a reasonable step for an O-H stretch: it costs about half a percent in frequency. Tolerances of 5 and 1 cm$^{-1}$ require 0.258 and 0.116 fs. Since the number of force calculations for a given simulated time is proportional to $1/h$, and the shift to $h^2$, a shift 20 times smaller costs about $\sqrt{20}\approx4.5$ times as many force calculations.

Trajectories run with these three steps, before rounding, have shifts of 20.30, 5.02 and 1.00 cm$^{-1}$. The neglected terms of the series are all positive, so the true shift always lies above the tolerance, and the formula is an upper estimate of the step. The excess is slight only while $z$ is small, as in these three cases; there, a step a little smaller keeps the shift strictly below the tolerance. The excess is largest in the first case and comes mainly from the $z^4$ term. Relative to the leading term it is

$$\frac{3z^4/640}{z^2/24}=\frac{9z^2}{80},$$

which is 1.5% for $z^2=24\times20/3700=0.130$, or 0.3 cm$^{-1}$ out of 20.

**Slower vibrations.** A molecule has several vibrations, all advanced with the same step. In the harmonic approximation, with coordinates multiplied by the square roots of the masses, the equations of motion are $\ddot{\mathbf q}=-K\mathbf q$, where $K$ is a symmetric matrix. Verlet gives

$$\mathbf q_{n+1}-2\mathbf q_n+\mathbf q_{n-1}=-h^2K\mathbf q_n .$$

Write $K=RDR^{\mathsf T}$, with $R$ orthogonal and $D$ diagonal with entries $\omega_j^2$. Multiplying from the left by $R^{\mathsf T}$ and setting $\mathbf Q=R^{\mathsf T}\mathbf q$ turns this into one separate recursion for each normal mode,

$$Q_{j,n+1}-2Q_{j,n}+Q_{j,n-1}=-\omega_j^2h^2Q_{j,n}.$$

Each mode therefore has its own shift, given by the formula already found. At fixed $h$ the leading term is $\tilde\nu_j(2\pi c\tilde\nu_jh)^2/24$, which grows as the cube of the wavenumber. A mode at 1600 cm$^{-1}$ is raised by just 1.52 cm$^{-1}$ when $h=0.5$ fs, against 18.98 cm$^{-1}$ for the stretch. The ratio is 12.5, and the cube of $3700/1600$ is 12.4. The fastest vibration sets the step, and the error in a computed spectrum is not a uniform stretching of the wavenumber axis.

## (d) What the energy shows

One velocity Verlet step consists of three operations: half a step of velocity change at fixed position, a full step of position change at fixed velocity, and another half step of velocity change. In the plane of $x$ and $v$ each operation is a shear, which preserves area. The whole step then preserves area too, and for one degree of freedom this is what it means for an integrator to be symplectic.

Area preservation alone does not bound the energy: for $z>2$ the step is still a product of shears, yet the motion grows exponentially. For $z<2$ we therefore compute the energy directly, for which we need the velocity. From the two formulas of the method,

$$x_n-x_{n-1}=h\left[v_n-\tfrac12h(a_{n-1}+a_n)\right]+\tfrac12h^2a_{n-1}=hv_n-\tfrac12h^2a_n .$$

Adding $x_{n+1}-x_n=hv_n+\tfrac12h^2a_n$ removes the acceleration:

$$v_n=\frac{x_{n+1}-x_{n-1}}{2h}=-\frac{A\sin\theta}{h}\sin(n\theta),$$

where the last step uses $\cos[(n+1)\theta]-\cos[(n-1)\theta]=-2\sin\theta\sin(n\theta)$. Because $\sin(\theta/2)=z/2$,

$$\sin\theta=2\sin\frac\theta2\cos\frac\theta2=z\sqrt{1-\frac{z^2}{4}},$$

and with $z/h=\omega$,

$$v_n=-A\omega\sqrt{1-\frac{z^2}{4}}\,\sin(n\theta).$$

Combining this with $x_n=A\cos(n\theta)$ shows that

$$v_n^2+\omega^2\left(1-\frac{z^2}{4}\right)x_n^2=A^2\omega^2\left(1-\frac{z^2}{4}\right)$$

has the same value at every step. The computed points lie on a fixed ellipse in the plane of $x$ and $v$, slightly different from the true one. The ordinary energy is proportional to $v_n^2+\omega^2x_n^2$. Relative to its initial value, taken at the turning point, it is

$$\frac{E_n}{E_0}=\cos^2(n\theta)+\left(1-\frac{z^2}{4}\right)\sin^2(n\theta)=1-\frac{z^2}{4}\sin^2(n\theta).$$

At 0.5 fs the energy thus oscillates within a band of width $z^2/4=3.04\%$ of $E_0$, and it does not drift. Its mean is 0.9848 of the initial value in both the first and the last tenth of the 20 ps run.

The absence of drift is therefore no evidence that the frequency is right: the energy remains in its band for as long as the run lasts, while the stretch is 19 cm$^{-1}$ too high throughout. The width of the band does carry information. For this single oscillator, measured against the energy at the turning point, it is $z^2/4$, six times the leading relative shift $z^2/24$, and $3.04\%/6$ is indeed 0.51%. In a molecule with many modes, the total energy mixes the contributions of all of them, and this simple reading is lost.

## Consequences and limits of the estimate

A frequency error accumulates as a phase error. The computed vibration is one full cycle ahead of the true one when $(\Omega-\omega)t=2\pi$, that is, after

$$t=\frac{1}{c\,\Delta\tilde\nu}=\frac{1}{(2.998\times10^{-5})(18.98)}\ \text{fs}\approx1.76\ \text{ps},$$

or about 195 true periods. Beyond a small fraction of this time, the computed phase of the bond should not be compared with that of the exact motion, although amplitude and frequency remain steady.

Because the shift is systematic, it can be removed afterwards. If a harmonic peak is found at $\tilde\nu'$, then $\theta=2\pi c\tilde\nu'h$. Inserting this in $\sin(\theta/2)=\omega h/2=\pi c\tilde\nu h$ gives

$$\tilde\nu=\frac{\sin(\pi c\tilde\nu'h)}{\pi ch}.$$

Applied to the trajectory value of 3718.98 cm$^{-1}$, this returns 3700.00 cm$^{-1}$. One can then keep the 0.5 fs step and correct the fundamentals of nearly harmonic modes one by one. The formula must not be applied to overtones or combination bands. The first overtone of the computed stretch lies at $2\tilde\nu'$, and since $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$, the formula would turn it into $2\tilde\nu\sqrt{1-z^2/4}\approx7287$ cm$^{-1}$ instead of 7400 cm$^{-1}$. Such peaks have to be corrected through the fundamentals from which they are built.

The result rests on the harmonic force. In a real O-H bond the force is not strictly proportional to the displacement, and the frequency depends on the amplitude. The formula then holds in the limit of small vibrations; at larger amplitude it serves as an estimate, which can be checked by repeating the run with half the step. The stability limit of 2.870 fs does not carry over to an anharmonic bond. Take a Morse bond with the same harmonic wavenumber and an anharmonicity constant of 85 cm$^{-1}$, and scan the step in intervals of 0.01 fs with runs of 8000 steps. At an energy of 208 cm$^{-1}$ ($k_BT$ at 300 K) the bond first dissociates at about 2.03 fs, where $z=\sqrt2$ and the computed period is four steps. At 1850 cm$^{-1}$ it first dissociates at about 1.72 fs. At 0.5 fs and 208 cm$^{-1}$ the same bond is shifted by 18.7 to 19.0 cm$^{-1}$, depending on the starting point. The 19 cm$^{-1}$ are also separate from other errors in a comparison with experiment, such as those of the electronic-structure method and of treating the proton as a classical particle. A smaller time step removes neither of these.

The numerical check below integrates the stretch step by step and compares its frequency, stability and energy with the formulas derived here.

## Calculated quantities

```
exact wavenumber: 3700 cm^-1
period T: 9.015 fs
angular frequency omega: 0.6970 rad/fs
time step h: 0.50 fs
steps per period T/h: 18.03
dimensionless step z = omega h: 0.3485
relative shift, leading term z^2/24: 0.506 percent
shift, leading term: 18.72 cm^-1
shift, next term: 0.26 cm^-1
shift, closed formula: 18.98 cm^-1
length of trajectory: 20 ps
wavenumber from Verlet trajectory: 3718.98 cm^-1
shift from Verlet trajectory: 18.98 cm^-1
wavenumber from sampled exact cosine: 3700.00 cm^-1
Verlet wavenumber after correction: 3700.00 cm^-1
trajectory shift at h = 0.25 fs: 4.7 cm^-1
trajectory shift at h = 0.50 fs: 19.0 cm^-1
trajectory shift at h = 1.00 fs: 79.3 cm^-1
trajectory shift at h = 2.00 fs: 393.9 cm^-1
shift ratio, 0.50 fs to 0.25 fs: 4.042 (no unit)
tolerated 20 cm^-1: h = 0.517 fs, found 20.30 cm^-1
tolerated 5 cm^-1: h = 0.258 fs, found 5.02 cm^-1
tolerated 1 cm^-1: h = 0.116 fs, found 1.00 cm^-1
stability limit T/pi: 2.870 fs
largest |x| in 200 steps, 1% below limit: 1.000 (starting displacement = 1)
largest |x| in 200 steps, 1% above limit: 1.8e+24 (starting displacement = 1)
slower mode: 1600 cm^-1
coupled modes, shift of slower mode: 1.52 cm^-1
coupled modes, shift of O-H stretch: 18.98 cm^-1
ratio of the two shifts: 12.51 (no unit)
cube of the wavenumber ratio: 12.37 (no unit)
energy band width from trajectory: 3.04 percent
energy band width z^2/4: 3.04 percent
mean energy, first tenth of run: 0.9848 (initial energy = 1)
mean energy, last tenth of run: 0.9848 (initial energy = 1)
time to gain one cycle, formula: 1.757 ps
time to gain one cycle, trajectory: 1.765 ps
true periods in that time: 195
```
